\section*{Why end-bonded nanotube contacts escape the far pinning of planar contacts}

\section{Two contacts with the same gap states}

A metal is chosen so that its Fermi level should line up with the valence band of a semiconductor. At a planar contact a hole barrier can nevertheless remain, because metal wave functions reach into the semiconductor gap and the charge in these gap states forms a dipole with the metal. A semiconducting nanotube whose end is bonded to the metal has gap states too. Why can its bands still follow the metal work function?

The difference lies in the reach of the dipole potential. Side by side, the dipoles of a planar contact add up to a potential step that persists into the semiconductor. The dipole of one isolated tube gives a potential that falls as $1/z^2$ with distance $z$ from the metal. Close to the metal the tube is partly pinned as well, but what remains is a thin barrier through which carriers can tunnel.

To isolate the effect of geometry, the planar contact is represented here by a dense square array of the same tubes, standing on the metal with area $A$ per tube. Tube and array then differ in their neighbours alone. The array is a model of planar electrostatics and not of a particular bulk crystal.

\section{The self-consistent level}

The metal is a flat perfect conductor filling $z<0$; the surroundings are vacuum. Let $u(z)$ be the neutrality level of the tube, taken at midgap, minus the Fermi level, and $u_0$ its value without gap-state charge. A larger metal work function raises $u_0$ by the same amount. The gap states have density $D(z)=D_1e^{-z/l}$ per energy and length, uniform in energy.

If $u>0$, the states between the Fermi level and the neutrality level are empty, which leaves a positive line charge $\lambda=eDu$. Its potential $V$ lowers electron energies by $eV$, so
\begin{equation}
u(z)=u_0-e^2\int_0^\infty G(z,z')D(z')u(z')\,dz' .
\label{eq:self}
\end{equation}
Here $G$ is the potential at $z$ per unit charge at $z'$ on each tube. The equation is linear, so the pinning measure is $S(z)=du/du_0=u/u_0$: $S=1$ means unpinned, $S=0$ fully pinned. Polarization of the tube is left out. Free-carrier and dopant charges are taken to cancel at every height, which isolates the effect of the gap states. This is not realistic when the Fermi level comes near a band edge, where mobile carriers respond strongly to $u$.

\section{Where the persistent step comes from}

Resolve the potential into lateral waves of wave number $g$. For a unit source in one such wave, Poisson's equation reads
\begin{equation}
-\phi_g''+g^2\phi_g=\delta(z-z')/\varepsilon_0,\qquad \phi_g(0)=0 .
\end{equation}
The bounded solution, whose slope drops by $1/\varepsilon_0$ at the source, is
\begin{equation}
\phi_g=\frac{e^{-g|z-z'|}-e^{-g(z+z')}}{2g\varepsilon_0},
\qquad
\phi_0=\frac{\min(z,z')}{\varepsilon_0}.
\end{equation}
The second form is the limit $g\to0$, since $(z+z'-|z-z'|)/2=\min(z,z')$.

The charge is spread evenly around a tube of radius $R$. Averaging a lateral wave over this ring gives the Bessel function $J_0(gR)$, once for the source and once for the average potential on the receiving tube. For the array, $g$ runs over the reciprocal lattice:
\begin{equation}
G_{\rm arr}=\frac1A\Big[\phi_0+\sum_{g\ne0}J_0(gR)^2\phi_g\Big].
\label{eq:array}
\end{equation}
Beyond the charge, all terms with $g\neq0$ decay exponentially. The uniform term stays and gives the step $V=(\varepsilon_0A)^{-1}\int z'\lambda\,dz'$.

For an isolated tube, $A^{-1}\sum_g$ becomes $\int g\,dg/(2\pi)$, and the factor $g$ cancels against the $1/g$ in $\phi_g$:
\begin{equation}
G_{\rm tube}=\frac1{4\pi\varepsilon_0}\int_0^\infty\! dg\,J_0(gR)^2
\left[e^{-g|z-z'|}-e^{-g(z+z')}\right].
\end{equation}
The uniform component is now a single point of a continuous integral and has no finite weight. For $z\gg R,z'$ only small $g$ contribute, so $J_0\to1$ and the bracket becomes $2gz'e^{-gz}$. With $\int_0^\infty g e^{-gz}dg=1/z^2$,
\begin{equation}
u_0-u(z)\to\frac{ep}{4\pi\varepsilon_0z^2},\qquad
p=2\int_0^\infty z'\lambda(z')\,dz' .
\label{eq:tail}
\end{equation}
The factor 2 in the dipole $p$ counts the image charge. Hence $S\to1$ far from the metal, however many gap states the tube has within this model.

\section{How strongly a planar contact pins}

Keeping only the uniform term of \eqref{eq:array} gives the laterally homogeneous limit. With $\kappa^2=e^2D_1/(\varepsilon_0A)$,
\begin{equation}
u=u_0-\kappa^2\left[\int_0^z z'e^{-z'/l}u\,dz'
+z\int_z^\infty e^{-z'/l}u\,dz'\right].
\end{equation}
In the first derivative the two contributions from the moving limits cancel; a second derivative follows directly:
\begin{align}
u'&=-\kappa^2\int_z^\infty e^{-z'/l}u\,dz', &
u''&=\kappa^2e^{-z/l}u .
\end{align}
Thus $u(0)=u_0$ and $u'(\infty)=0$. Put $x=2\kappa l\,e^{-z/2l}$. Then $dx/dz=-x/2l$, so $u''=(x^2u_{xx}+xu_x)/4l^2$, while $\kappa^2e^{-z/l}=x^2/4l^2$. The equation becomes
\begin{equation}
x^2u_{xx}+xu_x-x^2u=0 ,
\end{equation}
with solutions $I_0(x)$ and $K_0(x)$, the modified Bessel functions. Far away $x\to0$ and $K_0\simeq-\ln x$ grows linearly in $z$, which violates $u'(\infty)=0$. What remains is $u=u_0I_0(x)/I_0(2\kappa l)$, and since $I_0(0)=1$,
\begin{equation}
S(\infty)=\frac1{I_0(2\kappa l)} .
\label{eq:planar}
\end{equation}
For $\kappa l\ll1$ this is $1-\kappa^2l^2$, weak pinning. For $\kappa l\gg1$ it is $\sqrt{4\pi\kappa l}\,e^{-2\kappa l}$, so pinning becomes strong as the gap states reach well beyond the screening length $1/\kappa$: $S$ is 0.44 at $\kappa l=1$ and 0.09 at $\kappa l=2$.

\section{Bundles and single rows}

Real contacts can lie between the two cases. Let each tube carry a charge $q$ at height $d$, with its image at $-d$. For $z\gg d$, a pair at lateral distance $r$ contributes $2qdz/[4\pi\varepsilon_0(r^2+z^2)^{3/2}]$. Summing over a round bundle of radius $B$, with $2\pi r\,dr/A$ tubes per ring, gives on its axis
\begin{equation}
V=\frac{qdz}{\varepsilon_0A}\int_0^B\frac{r\,dr}{(r^2+z^2)^{3/2}}
=\frac{qd}{\varepsilon_0A}\left(1-\frac{z}{\sqrt{z^2+B^2}}\right).
\label{eq:bundle}
\end{equation}
This holds when $z$ also exceeds the tube spacing. For $z\ll B$ it is the planar step; for $z\gg B$ it is the $1/z^2$ tail of all the dipoles together. Direct summation over a bundle with $B=40$ nm, pitch 1.6 nm and $d=0.9$ nm gives 0.88 of the full step at $z=5$ nm, 0.29 at 40 nm and 0.019 at 200 nm.

A single row of pitch $a$, the geometry of aligned tubes in one layer, gives
\begin{equation}
V=\frac{2qdz}{4\pi\varepsilon_0a}\int_{-\infty}^{\infty}
\frac{dy}{(y^2+z^2)^{3/2}}=\frac{qd}{\pi\varepsilon_0az},
\end{equation}
because the integral equals $2/z^2$. The row has no persistent step, but its shift decays more slowly than that of one tube. In a dense row the barrier is therefore wider and harder to tunnel through.

\section{How large the effect is}

Carriers near the gap are described by the two-band Hamiltonian
\begin{equation}
H=-i\hbar v\,\sigma_x\partial_z+\Delta\sigma_z+u(z),
\end{equation}
with energies measured from the Fermi level and Pauli matrices $\sigma_x,\sigma_z$. The numbers here are for a semiconducting carbon nanotube. Measured from the band-crossing point of graphene, its wave numbers around the circumference are $(n\pm\frac13)/R$ with integer $n$. The smallest magnitude is $1/(3R)$, so the half gap is $\Delta=\hbar v/(3R)$. Where $u$ is constant, squaring $H-u$ gives $(E-u)^2=\Delta^2+(\hbar vk)^2$. At midgap $k=i\Delta/\hbar v$, and the density decays over $l=\hbar v/(2\Delta)=3R/2$.

Take $R=0.6$ nm and $v=8\times10^5$ m/s, so $\hbar v=0.527$ eV\,nm, $\Delta=0.527/1.8=0.293$ eV and $l=0.9$ nm. Let $D_1=1$ state per eV and nm, an illustrative value that depends on the metal and its bonding to the tube, and the array pitch 1.6 nm, so $A=2.56$ nm$^2$. With $e^2/\varepsilon_0=18.1$ eV\,nm, $\kappa=\sqrt{18.1/2.56}=2.66$ nm$^{-1}$ and $2\kappa l=4.79$. Equation~\eqref{eq:planar} then gives $S(\infty)=0.044$. Solving \eqref{eq:self} as a linear system on cells of 0.03 nm, with the full kernels, gives 0.053 for the array and these profiles:
\begin{center}
\begin{tabular}{ccc}
$z$ (nm) & $S$, tube & $S$, array\\
0.5 & 0.53 & 0.34\\
1 & 0.53 & 0.18\\
2 & 0.66 & 0.09\\
5 & 0.92 & 0.05\\
10 & 0.98 & 0.05
\end{tabular}
\end{center}
The tube is clearly pinned near the metal: $S$ falls to 0.51 at 0.7 nm. At each height listed it even carries more gap-state charge than a tube in the array, since $\lambda=eDu$ and its $u$ is larger. Its far bands are free because the potential decays, not because the charge is missing.

Now choose $u_0=\Delta$, which puts the bare valence edge at the Fermi level. The hole barrier is then $\Delta-u=\Delta(1-S)$. In the array it persists at $0.293\times0.947=0.277$ eV ($4.44\times10^{-20}$ J). In the tube it peaks at 0.142 eV and decays. The tube dipole is $p=0.305\,e$\,nm, so the coefficient in \eqref{eq:tail} is $18.1\times0.305/4\pi=0.439$ eV\,nm$^2$. At 300 K, $k_BT=0.0259$ eV, and the tail falls below this at $\sqrt{0.439/0.0259}=4.1$ nm. The full profile gives 4.7 nm; so close to the contact the leading term is only a fair estimate.

A hole at energy $\delta=k_BT$ below the Fermi level has $E-u=-(u+\delta)$. It must tunnel where $u+\delta<\Delta$. Through a persistent barrier of length $L$ its transmission falls as $e^{-\gamma L}$, with
\begin{equation}
\gamma=\frac{2}{\hbar v}\sqrt{\Delta^2-(u_\infty+\delta)^2} ,
\end{equation}
where $u_\infty$ is the far level. For the array $u_\infty=0.0526\times0.2925=0.0154$ eV and $\gamma=1.10$ nm$^{-1}$.

The transmission was computed by carrying the two-component wave through thin slices, starting from a gapless two-band channel that stands for the metal. Beyond a length $L$ the bands were set to their bare level. For the array the transmission is $3\times10^{-6}$ at $L=12$ nm and $6\times10^{-12}$ at 24 nm. For the tube it is 0.083 and 0.086, and 0.087 at 60 nm: the barrier has ended, so more length costs nothing. These values illustrate the mechanism; a real metal lead would change them. So would mobile carriers. In an undoped tube with $u_0=\Delta$, the positive charge of the holes keeps the valence edge several $k_BT$ below the Fermi level, so a hole at $\delta=k_BT$ finds no band state there. In a sufficiently p-doped tube the holes leave the barrier while the negative dopants stay, which makes the barrier much thinner. More gap states would leave the far bands of the tube free, but would widen its barrier and lower the transmission. The gapless channel itself, counted with spin and two valleys, implies $D_1=4/(\pi\hbar v)=2.4$ per eV and nm; with that value the barrier of the tube exceeds $k_BT$ out to 6.1 nm, its transmission is 0.027, and the far $S$ of the array drops to 0.007. The single decay length $l$ is also a simplification: it belongs to midgap, and states nearer the band edge reach deeper. With $u_0=\Delta$ they take part in the charge, which by itself makes the tube's barrier wider and its transmission lower. Holes closer to the band edge meet a wider barrier, since its width grows roughly as $\delta^{-1/2}$.

\section{What to do about it}

\emph{For an isolated, undoped end-bonded tube, choose the metal by its work function.} With gap-state charge alone, a change of 0.5 eV moves the far bands by nearly 0.5 eV. Free carriers limit this rule: the far level follows the metal closely only while the Fermi level stays well inside the gap, and hardly moves further once it comes near a band edge. For the tube of the example at 300 K, with thermal carriers treated locally, the level 100 nm from the metal is about 0.14 eV for $u_0=0.15$ eV, 0.18 eV for 0.25 eV and 0.22 eV for 0.5 eV, so a change of 0.5 eV centred on midgap moves it by only about 0.37 eV. In a sufficiently doped tube the doping, not the metal, mainly sets the far level. In the dense array, again with gap-state charge alone, the same change moves the far bands by $0.053\times0.5=0.03$ eV, and another metal with the same gap states helps little. To weaken the pinning there, $\kappa l$ must be reduced, through fewer gap states per area or a shorter reach. Thinning the barrier by uncompensated doping is a different route, outside this model.

\emph{Keep tubes apart.} In a single row, close neighbours widen the barrier; in a two-dimensional array they leave a persistent step. At low density each tube of such an array keeps its isolated dipole, and the step is $ep/(2\varepsilon_0A)$. The example gives $18.1\times0.305/2=2.76$ eV\,nm$^2$ divided by $A$. Keeping it below a tenth of $u_0$ requires $A>2.76/0.0293=94$ nm$^2$, a pitch of about 10 nm. At 5 nm pitch the estimate gives $S=1-2.76/(25\times0.293)=0.62$, against 0.68 from the full solution, so it errs towards too much pinning there.

\emph{Judge a contact by barrier height and width together.} The level 1 nm from the metal would class the tube as half pinned, although its far bands are free. The conclusions apply to end-bonded tubes on a flat metal in vacuum. Side contacts, nearby gates, surrounding dielectrics and uncompensated charge change the kernel or the far bands, and need their own solution of \eqref{eq:self}.
